# Equality of the one-loop on-shell constants Z2 and Zm in QED

## Problem

Consider QED with one electron of pole mass $m$, in units $\hbar=c=1$ and in $d=4-2\varepsilon$ dimensions. The photon propagator is

$$\frac{-i}{k^2}\left[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\right],$$

with $\xi=1$ in Feynman gauge and $\xi=0$ in Landau gauge. Define $\psi_0=\sqrt{Z_2}\,\psi$ and $m_0=Z_m m$, where the subscript 0 marks bare quantities. To the order needed, $e_0^2=4\pi\alpha\,(\mu^2e^{\gamma}/4\pi)^{\varepsilon}$, with $\gamma$ Euler's constant.

Show that, if the same $\varepsilon$ regulates ultraviolet and infrared divergences, then at order $\alpha$ and for every finite $\xi$

$$Z_2=Z_m=1-\frac{\alpha}{4\pi}\left(\frac3\varepsilon+3\ln\frac{\mu^2}{m^2}+4\right)+O(\varepsilon).$$

The on-shell slope of the self-energy is to be taken at $\varepsilon<0$, where it exists, and then continued analytically.

## Hints

1. Since $\not p^2=p^2$, the self-energy is a function of $\not p$ alone. Replace $\not p$ by a number $w$. What do the position and residue of the pole say about $\Sigma(m)$ and $\Sigma'(m)$?
2. In Feynman gauge, differentiate before setting $w=m$, because the Feynman-parameter denominator depends on $w$.
3. For the gauge term, write $\not k$ as a difference of two inverse propagators. Then check how singular the remaining integral is on shell.

## Full solution

### 1. Pole and residue

The full propagator is $i/(\not p-m_0-\Sigma)$. With $\not p\to w$, its denominator vanishes at $w=m$ if $m_0=m-\Sigma(m)$. Near that point the denominator is $(w-m)[1-\Sigma'(m)]$, so the residue is $Z_2=1/[1-\Sigma'(m)]$. To order $\alpha$,

$$Z_m=1-\frac{\Sigma(m)}m,\qquad Z_2=1+\Sigma'(m).$$

Inside $\Sigma$ the mass may be taken as $m$, since the change is of order $\alpha^2$. We must show that $\Sigma'(m)=-\Sigma(m)/m$.

### 2. Self-energy in Feynman gauge

Let $q=p+k$. The Feynman rules give

$$-i\Sigma=(-ie_0)^2\int\!\frac{d^dk}{(2\pi)^d}\,\gamma^\mu\frac{i(\not q+m)}{q^2-m^2}\gamma^\nu\,\frac{-i}{k^2}\left[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\right].$$

Since $i(-i)=1$, $\Sigma=-ie_0^2$ times the integral without these factors. For the $g_{\mu\nu}$ part, $\gamma^\mu\gamma_\mu=d$ and $\gamma^\mu\not q=2q^\mu-\not q\gamma^\mu$ give

$$\gamma^\mu(\not q+m)\gamma_\mu=dm-(d-2)\not q.$$

Combine the denominators with weight $x$ on the electron and $1-x$ on the photon, and set $l=k+xp$:

$$x(q^2-m^2)+(1-x)k^2=l^2-\Delta,\qquad \Delta=x[m^2-(1-x)p^2].$$

Now $q=l+(1-x)p$, and the term odd in $l$ integrates to zero.

The momentum integral follows from the Wick rotation $l^0=il_E^0$, the representation $A^{-n}=\Gamma(n)^{-1}\int_0^\infty dt\,t^{n-1}e^{-tA}$ and the Gaussian integral $\int d^dl_E\,e^{-tl_E^2}/(2\pi)^d=(4\pi t)^{-d/2}$:

$$\int\!\frac{d^dl}{(2\pi)^d}\frac1{(l^2-\Delta)^n}=\frac{i(-1)^n}{(4\pi)^{d/2}}\frac{\Gamma(n-d/2)}{\Gamma(n)}\Delta^{d/2-n}.$$

The $t$ integral converges only for $n>d/2$, so for $n=2$ the formula is derived at $\varepsilon>0$. At fixed $w<m$ the result below is then continued analytically to $\varepsilon<0$, where the on-shell slope is taken. For $n=2$, with $p^2=w^2$ in $\Delta$,

$$\Sigma_F(w)=\frac{e_0^2}{(4\pi)^{d/2}}\Gamma(\varepsilon)\int_0^1\!dx\,[dm-(d-2)(1-x)w]\,\Delta^{-\varepsilon}.$$

### 3. Mass constant

At $w=m$, $\Delta=x^2m^2$ and the bracket is $m[2+(2-2\varepsilon)x]$. With $C=e_0^2(4\pi)^{-d/2}m^{-2\varepsilon}$,

$$\frac{\Sigma_F(m)}m=C\Gamma(\varepsilon)\left[\frac2{1-2\varepsilon}+\frac{2-2\varepsilon}{2-2\varepsilon}\right]=C\Gamma(\varepsilon)\frac{3-2\varepsilon}{1-2\varepsilon}.$$

### 4. Field constant

The derivative has two parts. The explicit $w$ contributes, inside $C\Gamma(\varepsilon)[\cdots]$,

$$-(2-2\varepsilon)\int_0^1\!dx\,(1-x)x^{-2\varepsilon}=-\frac{2-2\varepsilon}{1-2\varepsilon}+1=-\frac1{1-2\varepsilon}.$$

For the other part, $\partial_w\Delta=-2x(1-x)w$, so $\partial_w\Delta^{-\varepsilon}=2\varepsilon x(1-x)w\,\Delta^{-1-\varepsilon}$. On shell it contributes

$$2\varepsilon\int_0^1\!dx\,[2+(2-2\varepsilon)x](1-x)x^{-1-2\varepsilon}.$$

The integral converges at $x=0$ for $\varepsilon<0$. For $-1<\varepsilon<0$ and $w<m$ we have $\Delta\ge x^2w^2$, so the differentiated integrand is bounded by a constant times the integrable function $x^{-1-2\varepsilon}$. This permits the on-shell limit under the integral.

Since $[2+(2-2\varepsilon)x](1-x)=2-2\varepsilon x-(2-2\varepsilon)x^2$, the contribution is

$$2\varepsilon\left[-\frac1\varepsilon-\frac{2\varepsilon}{1-2\varepsilon}-1\right]=-2-2\varepsilon-\frac{4\varepsilon^2}{1-2\varepsilon}=-\frac{2-2\varepsilon}{1-2\varepsilon}.$$

Adding the two parts,

$$\Sigma_F'(m)=-C\Gamma(\varepsilon)\frac{3-2\varepsilon}{1-2\varepsilon}=-\frac{\Sigma_F(m)}m.$$

### 5. The gauge term

Set $a=\not q-m$ and $b=\not p-m$, so that $\not k=a-b$ and

$$\not k\,a^{-1}\not k=(a-b)a^{-1}(a-b)=a-2b+ba^{-1}b=\not k-b+ba^{-1}b.$$

This is to be integrated with $1/k^4$. The first term is odd and vanishes. The second contains $\int d^dk/k^4$, which has no scale. Split its Euclidean radial integral at $\Lambda$: the lower part is $\Lambda^{d-4}/(d-4)$ for $d>4$, the upper part $-\Lambda^{d-4}/(d-4)$ for $d<4$, and their continuations cancel.

For the third term use $1/(A^2B)=\int_0^1dx\,2(1-x)/[(1-x)A+xB]^3$ and the momentum integral with $n=3$. The prefactor is $-ie_0^2\cdot[-(1-\xi)]\cdot(-i)=(1-\xi)e_0^2$, hence

$$\Sigma_L(w)=\frac{(1-\xi)e_0^2}{(4\pi)^{d/2}}\Gamma(1+\varepsilon)(w-m)^2\int_0^1\!dx\,(1-x)[(1-x)w+m]\Delta^{-1-\varepsilon}.$$

For $-\tfrac12<\varepsilon<0$ the double zero alone does not settle the matter, because the integral then diverges on shell. Put $\delta=m^2-w^2>0$, so $\Delta=x(\delta+xw^2)$, and substitute $x=\delta y/w^2$. For $-\tfrac12<\varepsilon<0$ the integral is bounded by a constant times

$$\delta^{-1-2\varepsilon}\int_0^\infty\!dy\,[y(1+y)]^{-1-\varepsilon},$$

which converges at both ends. Thus $|\Sigma_L|\le\text{const}\times(m-w)^{1-2\varepsilon}$. Both $\Sigma_L$ and $\Sigma_L/(m-w)$ vanish as $w\to m$, so $\Sigma_L(m)=\Sigma_L'(m)=0$.

The order of limits matters. The numerical check finds $\Sigma_L/(m-w)$ varying as $(m-w)^{0.4}$ at $\varepsilon=-0.2$, but as $(m-w)^{-0.2}$ at $\varepsilon=+0.1$, where the slope of $\Sigma_L$ diverges for $\xi\ne1$.

### 6. Expansion

From the given $e_0^2$, $C=(\alpha/4\pi)e^{\gamma\varepsilon}(\mu^2/m^2)^\varepsilon$. Therefore, for every finite $\xi$,

$$Z_2=Z_m=1-\frac{\alpha}{4\pi}B,\qquad B=e^{\gamma\varepsilon}\left(\frac{\mu^2}{m^2}\right)^{\!\varepsilon}\Gamma(\varepsilon)\frac{3-2\varepsilon}{1-2\varepsilon}.$$

The equality at this order in $\alpha$ thus holds before expansion in $\varepsilon$. Since $\Gamma(1+\varepsilon)=1-\gamma\varepsilon+O(\varepsilon^2)$, we have $e^{\gamma\varepsilon}\Gamma(\varepsilon)=1/\varepsilon+O(\varepsilon)$. Also $(3-2\varepsilon)/(1-2\varepsilon)=3+4\varepsilon+O(\varepsilon^2)$. Hence

$$B=\frac3\varepsilon+3\ln\frac{\mu^2}{m^2}+4+O(\varepsilon),$$

as required. At $\varepsilon=-0.3$ and $\mu=m$, the numerically obtained $\Sigma(m)/m$ and $-\Sigma'(m)$ both equal $-8.187475$ in units of $\alpha/4\pi$ for $\xi=-2,0,1,3$.

### 7. A number for the electron

The minimally subtracted mass $\bar m$ is defined by $m_0=[1-3\alpha/(4\pi\varepsilon)]\,\bar m(\mu)$. Equating this to $Z_mm$ cancels the pole:

$$\bar m(\mu)=m\left[1-\frac{\alpha}{4\pi}\left(3\ln\frac{\mu^2}{m^2}+4\right)\right].$$

With $\alpha/4\pi=5.80705\times10^{-4}$ and $m=510.999$ keV, the shift at $\mu=m$ is $-4\times5.80705\times10^{-4}\times510.999\approx-1.19$ keV, so $\bar m\approx509.81$ keV. At $\mu=10m$ the parenthesis is 17.8155, the shift is about $-5.3$ keV and $\bar m\approx505.7$ keV. These are one-loop values with fixed $\alpha$. Higher orders and the running of $\alpha$ carry a further factor of order $(\alpha/\pi)[1+\ln(\mu^2/m^2)]$ relative to the shift, and the results are rounded accordingly.

## Variation 1: which poles are ultraviolet?

Keep $w$ off shell, where the original integral has no infrared divergence. In units of $\alpha/4\pi$, the pole of $\Sigma_F$ is $\varepsilon^{-1}\int_0^1dx\,[4m-2(1-x)w]=(4m-w)/\varepsilon$.

In $\Sigma_L$ the pole comes from $x\to0$, where the continued integral of $x^{-1-\varepsilon}$ gives $-1/\varepsilon$. Its coefficient is $(1-\xi)(w-m)^2(w+m)/(m^2-w^2)=(1-\xi)(m-w)$, so the pole is $(1-\xi)(w-m)/\varepsilon$. In the term $ba^{-1}b/k^4$ alone this pole is infrared, coming from $k\to0$. The scaleless term $-b/k^4$ dropped in step 5 contributes $(1-\xi)(w-m)(1/\varepsilon_{UV}-1/\varepsilon_{IR})$, which cancels it and leaves $(1-\xi)(w-m)/\varepsilon_{UV}$. Altogether,

$$\Sigma\big|_{UV}=\frac{\alpha}{4\pi}\,\frac{(3+\xi)m-\xi w}{\varepsilon_{UV}}.$$

At $w=m$ this gives $3/\varepsilon_{UV}$ in $1-Z_m$, the whole pole found above. The slope gives $\xi/\varepsilon_{UV}$ in $1-Z_2$. Its total pole coefficient is 3, so the rest is infrared:

$$1-Z_2\big|_{\text{poles}}=\frac{\alpha}{4\pi}\left[\frac{\xi}{\varepsilon_{UV}}+\frac{3-\xi}{\varepsilon_{IR}}\right].$$

For $\xi\ne3$ the poles of $Z_2$ and $Z_m$ agree only if $\varepsilon_{IR}=\varepsilon_{UV}$. At $\xi=3$ the infrared pole is absent, but the finite part still depends on the order of limits. The substitution $x=\delta y/w^2$ of step 5, applied to both $\Sigma_F'$ and $\Sigma_L'$, gives near shell the term

$$C\,\Gamma(1+\varepsilon)\,\mathrm B(1-\varepsilon,2\varepsilon)\left(\frac{\delta}{m^2}\right)^{-2\varepsilon}\left[4+2(1-\xi)(1-2\varepsilon)\right]$$

in $\Sigma'(w)$, with $\mathrm B$ the Euler beta function. It vanishes on shell for $\varepsilon<0$. At $\xi=3$ the bracket is $8\varepsilon$ and $\mathrm B\approx1/(2\varepsilon)$, so if $\varepsilon\to0$ is taken before $w\to m$ the term tends to 4. Then $1-Z_2=\frac{\alpha}{4\pi}\left[\frac3\varepsilon+3\ln\frac{\mu^2}{m^2}\right]$, and $Z_2\ne Z_m$.

The numerical output also shows a zero coefficient of $\not p$ in Landau gauge, at a Euclidean momentum in $d=3.3$. To see why, let $P,Q,K=Q-P$ be the Euclidean vectors for $p,q,k$, and $c$ the cosine between $P$ and $Q$. Projecting the numerator on $\not p$ gives, up to a common factor,

$$\frac{(d-3)P\!\cdot\!Q}{K^2}+\frac{2(K\!\cdot\!Q)(K\!\cdot\!P)}{K^4}=\frac{(d-1)PQc}{K^2}-\frac{2P^2Q^2(1-c^2)}{K^4}.$$

Times the angular weight $(1-c^2)^{(d-3)/2}$, this is $-PQ\,\frac{d}{dc}[(1-c^2)^{(d-1)/2}/K^2]$, which integrates to zero. The argument applies directly for $2<d<3$ and elsewhere by continuation.

## Variation 2: a photon mass as infrared regulator

In Feynman gauge replace $1/k^2$ by $1/(k^2-\lambda^2)$ with $\lambda\ll m$. This adds $(1-x)\lambda^2$ to $\Delta$. The infrared region is now regular, so $\varepsilon\to0$ may be taken before $\lambda\to0$. Let $r=\lambda^2/m^2$ and $L=\ln(\mu^2/m^2)$. In units of $\alpha/4\pi$, the explicit-$w$ part of the slope becomes

$$-\frac1\varepsilon-L+1+4\int_0^1\!dx\,(1-x)\ln x=-\frac1\varepsilon-L-2,$$

because $\int_0^1\ln x\,dx=-1$ and $\int_0^1x\ln x\,dx=-\tfrac14$. The part from $\partial_w\Delta$ is

$$4\int_0^1\!dx\,\frac{x(1-x^2)}{x^2+(1-x)r}\;\longrightarrow\;4\left[\frac12\ln\frac1r-\frac12\right]=-2\ln r-2.$$

Here $(1-x)r$ was replaced by $r$, since $r$ matters only at small $x$ as $r\to0$. Thus

$$Z_2=1-\frac{\alpha}{4\pi}\left[\frac1\varepsilon+L+4+2\ln\frac{\lambda^2}{m^2}\right].$$

The value $\Sigma(m)$ has a finite limit as $\lambda\to0$, so $Z_m$ keeps its previous form and

$$Z_2-Z_m=\frac{\alpha}{4\pi}\,2\left[\frac1\varepsilon+\ln\frac{\mu^2}{\lambda^2}\right]\ne0.$$

For $\lambda/m=10^{-5}$ and $\mu=m$, the finite parts of $1-Z_m$ and $1-Z_2$ are 4.00 and $-42.05$ in units of $\alpha/4\pi$. The equality therefore belongs to the regularization, and is not a relation between regulator-independent observables.

## Computed values

```
Off-shell check, d = 3.3, p^2 = -0.81 m^2, m = 1
(dimensionless, units e0^2 (4 pi)^(-d/2))
 xi=0: S direct 7.88769833, formula 7.88769833
       V direct 0.00000000, formula 0.00000000
 xi=1: S direct 11.31713239, formula 11.31713239
       V direct -2.62050848, formula -2.62050848
 xi=3: S direct 18.17600050, formula 18.17600050
       V direct -7.86152545, formula -7.86152545
On shell, eps = -0.3, mu = m (units alpha/4 pi)
 xi=-2: Sigma(m)/m -8.1874752, -Sigma'(m) -8.1874749
 xi= 0: Sigma(m)/m -8.1874752, -Sigma'(m) -8.1874750
 xi= 1: Sigma(m)/m -8.1874752, -Sigma'(m) -8.1874751
 xi= 3: Sigma(m)/m -8.1874752, -Sigma'(m) -8.1874752
 closed form B(-0.3) = -8.1874752
Power of (m-w) in gauge part of Sigma/(m-w) (pure number)
 eps=-0.2: power +0.40000
 eps=+0.1: power -0.20000
Poles of 1-Z2 (coefficients of alpha/4 pi)
 xi=0: 1/eps_UV -0.000000, 1/eps_IR 3.000000
 xi=1: 1/eps_UV 1.000000, 1/eps_IR 2.000000
 xi=3: 1/eps_UV 3.000000, 1/eps_IR 0.000000
Laurent coefficients of B, L = ln(mu^2/m^2):
 1/eps: 3;  eps^0: 3*L + 4
B(0.01) at mu=m: 304.10652 (pure number)
3/eps+4 at eps=0.01: 304.00000 (pure number)
Photon mass, Feynman gauge, mu = m (units alpha/4 pi)
 lambda/m = 1e-05
 finite part of 1-Zm: 3.9999
 finite part of 1-Z2: -42.0518
 4+2 ln(lambda^2/m^2): -42.0517
alpha = 0.007297353, alpha/4 pi = 5.807049e-04
electron pole mass = 0.5109990 MeV
 mu=1m: 3L+4 = 4.00000, m_bar = 0.5098120 MeV
   shift m_bar - m = -1.1870 keV
 mu=10m: 3L+4 = 17.81551, m_bar = 0.5057124 MeV
   shift m_bar - m = -5.2866 keV
```
